# Extra solutions of unrestricted kinetic balance and their removal: test program

```python
"""Unrestricted (UKB) against restricted (RKB) kinetic balance, one electron.

Result under test: with large space L and small space W = span{d_i chi} x spin,
the free Dirac matrix (rest energy subtracted) has dim W - dim L eigenvalues at
-2c^2. Their vectors span X, the complement of R = sigma.p L in W. Deleting
them leaves L + R, the RKB space. With a potential V the UKB ground level lies
above the RKB one by |Q_X V sigma.p a|^2 / (8 c^4) to leading order, where a is
the nonrelativistic state and Q_X the projector on X.
Hartree atomic units; c is the speed of light.
"""
import numpy as np
from scipy import constants
from scipy.linalg import eigh, block_diag
from pyscf import gto

C = 1.0 / constants.fine_structure
EV = constants.value("Hartree energy in eV")
PAULI = [np.array([[0, 1], [1, 0]], complex),
         np.array([[0, -1j], [1j, 0]]),
         np.array([[1, 0], [0, -1]], complex)]
I2 = np.eye(2)


def derivative_gram(mol, name):
    """Matrix <d_i chi_m | O | d_j chi_n> with compound indices (i,m), (j,n)."""
    n = mol.nao
    t = mol.intor(name, comp=9).reshape(3, 3, n, n)
    return t.transpose(0, 2, 1, 3).reshape(3 * n, 3 * n)


def image_coefficients(n):
    """Coefficients of sigma.p chi s in the functions d_i chi s."""
    return np.vstack([-1j * np.kron(np.eye(n), s) for s in PAULI])


class Balance:
    """Matrices of one molecule in orthonormal bases of L and W."""

    def __init__(self, mol):
        n = mol.nao
        s_val, s_vec = eigh(mol.intor("int1e_ovlp"))
        x_large = s_vec / np.sqrt(s_val)
        gram = derivative_gram(mol, "int1e_ipovlpip")
        v_der = derivative_gram(mol, "int1e_ipnucip")
        norm = np.sqrt(np.diag(gram))
        w, u = eigh(gram / np.outer(norm, norm))
        keep = w > 1e-9
        self.smallest_kept = w[keep].min()
        assert self.smallest_kept > 1e-7
        assert np.all(np.abs(w[~keep]) < 1e-12)
        # functions that vanish identically must also vanish under V
        if np.any(~keep):
            v_scaled = v_der / np.outer(norm, norm)
            leak = np.abs(v_scaled @ u[:, ~keep]).max()
            assert leak < 1e-8 * np.abs(v_scaled).max()
        x_small = (u[:, keep] / np.sqrt(w[keep])) / norm[:, None]
        # coupling <L|sigma.p|W> from second derivatives
        second = mol.intor("int1e_ipipovlp", comp=9).reshape(3, 3, n, n)
        coupling = np.hstack([
            sum(-1j * np.kron(second[j, i].T, PAULI[j]) for j in range(3))
            for i in range(3)])
        image = image_coefficients(n)
        metric = np.kron(gram, I2)
        other = image.conj().T @ metric
        assert np.allclose(coupling, other, atol=1e-9 * np.abs(other).max())
        xl, xs = np.kron(x_large, I2), np.kron(x_small, I2)
        self.P = xl.T @ coupling @ xs
        self.VL = xl.T @ np.kron(mol.intor("int1e_nuc"), I2) @ xl
        self.VW = xs.T @ np.kron(v_der, I2) @ xs
        self.nL, self.nW = self.P.shape
        self.nX = self.nW - self.nL
        # orthonormal basis of R = sigma.p L inside W, and projector on X
        r_basis = np.linalg.qr(xs.T @ metric @ image @ xl)[0]
        self.PR = r_basis @ r_basis.conj().T
        self.QX = np.eye(self.nW) - self.PR
        self.V = block_diag(self.VL, self.VW)

    def free(self, c):
        return np.block([[np.zeros((self.nL, self.nL)), c * self.P],
                         [c * self.P.conj().T, -2 * c**2 * np.eye(self.nW)]])

    def split_free(self, c):
        """Free levels, mask of those at -2c^2, and all eigenvectors."""
        e, vec = eigh(self.free(c))
        return e, np.abs(e + 2 * c**2) < 1e-5, vec


def spinor_rkb_levels(mol, c):
    """RKB spectrum from the library's own two-spinor integrals."""
    s = mol.intor("int1e_ovlp_spinor")
    v = mol.intor("int1e_nuc_spinor")
    pp = mol.intor("int1e_spsp_spinor")
    pvp = mol.intor("int1e_spnucsp_spinor")
    h = np.block([[v, c * pp], [c * pp, pvp - 2 * c**2 * pp]])
    return eigh(h, block_diag(s, pp), eigvals_only=True)


# ---- two-centre model; element symbols only carry the charges 30 and 20 ----
S_EXP = [30.0, 150.0, 750.0, 3750.0]
P_EXP = [60.0, 300.0]
DIST = 0.1
shells = [[0, [a, 1.0]] for a in S_EXP] + [[1, [a, 1.0]] for a in P_EXP]
mol = gto.M(atom=[["Zn", (0, 0, 0)], ["Ca", (0, 0, DIST)]], unit="Bohr",
            basis={"Zn": shells, "Ca": shells}, charge=49, spin=1, verbose=0)
b = Balance(mol)
nL, nW, nX = b.nL, b.nW, b.nX
count_W = 2 * 2 * (3 * len(S_EXP) + 6 * len(P_EXP))
assert nW == count_W and nL == 2 * mol.nao

# free particle: number, place and vectors of the extra solutions
e_free, extra, vec_free = b.split_free(C)
assert extra.sum() == nX
t = np.repeat(eigh(mol.intor("int1e_kin"), mol.intor("int1e_ovlp"),
                   eigvals_only=True), 2)
root = np.sqrt(C**4 + 2 * C**2 * t)
expected = np.sort(np.concatenate([-C**2 - root, -C**2 + root]))
assert np.allclose(e_free[~extra], expected, atol=1e-5)
large_part = np.abs(vec_free[:nL, extra]).max()
assert large_part < 1e-8
Y = vec_free[:, ~extra]
space_error = np.abs(Y @ Y.conj().T - block_diag(np.eye(nL), b.PR)).max()
assert space_error < 1e-8

# potential on: projected UKB spectrum against independent RKB spectrum
H = b.free(C) + b.V
e_ukb, vec_ukb = eigh(H)
e_proj = eigh(Y.conj().T @ H @ Y, eigvals_only=True)
e_rkb = spinor_rkb_levels(mol, C)
rkb_error = np.abs(e_proj - e_rkb).max()
assert rkb_error < 1e-5
assert (e_ukb > -C**2).sum() == nL and (e_rkb > -C**2).sum() == nL
shifts = e_ukb[-nL:] - e_proj[-nL:]
assert shifts.min() > -1e-6 and shifts[0] > 1e-6

# where the extra levels lie, and how far they mix
v_all = eigh(b.V, eigvals_only=True)
middle = e_ukb[nL:nL + nX]
assert middle.min() >= -2 * C**2 + v_all[0] - 1e-6
assert middle.max() <= -2 * C**2 + v_all[-1] + 1e-6
weight = np.linalg.norm(b.QX @ vec_ukb[nL:, nL:nL + nX])**2 / nX
assert weight < 0.99
x_basis = vec_free[:, extra]
v_x = eigh(x_basis.conj().T @ b.V @ x_basis, eigvals_only=True)
weak = 1e-5
e_weak = eigh(b.free(C) + weak * b.V, eigvals_only=True)[nL:nL + nX]
weak_error = np.abs((e_weak + 2 * C**2) / weak - v_x).max()
assert weak_error < 0.01 * np.abs(v_x).max()

# leading-order law for the shift of the ground level
e_nr, a_nr = eigh(b.P @ b.P.conj().T / 2 + b.VL)
strength = np.linalg.norm(b.QX @ b.VW @ b.P.conj().T @ a_nr[:, 0])**2 / 8
table = []
for k in (1, 2, 4, 8):
    c = k * C
    h = b.free(c) + b.V
    up = eigh(h, eigvals_only=True)[-nL]
    low = eigh(Y.conj().T @ h @ Y, eigvals_only=True)[-nL]
    table.append((k, up - low, strength / c**4))
ratio = {k: d / p for k, d, p in table}
assert abs(ratio[4] - 1) < 0.05 and abs(ratio[8] - 1) < 0.02

# one centre, s functions only: V cannot couple X to R
atom = gto.M(atom="Zn 0 0 0", basis={"Zn": shells[:len(S_EXP)]},
             charge=29, spin=1, verbose=0)
ba = Balance(atom)
ea, xa, va = ba.split_free(C)
Ha = ba.free(C) + ba.V
Ya = va[:, ~xa]
atom_ukb = eigh(Ha, eigvals_only=True)[-ba.nL:]
atom_rkb = eigh(Ya.conj().T @ Ha @ Ya, eigvals_only=True)[-ba.nL:]
atom_shift = np.abs(atom_ukb - atom_rkb).max()
assert xa.sum() == 4 * len(S_EXP) and atom_shift < 1e-7

# a p_z spin-up function is reached by sigma.p once L holds enough d functions
missing = []
for n_d in (0, 2, 4, 8):
    basis = [[0, [1.0, 1.0]]] + [[2, [2.0**-k, 1.0]] for k in range(n_d)]
    m = gto.M(atom="H 0 0 0", basis={"H": basis}, spin=1, verbose=0)
    metric = np.kron(derivative_gram(m, "int1e_ipovlpip"), I2)
    image = image_coefficients(m.nao)
    target = 4 * m.nao
    g = image.conj().T @ metric[:, target]
    inside = np.vdot(g, np.linalg.solve(image.conj().T @ metric @ image, g))
    missing.append((n_d, 1 - inside.real / metric[target, target]))
assert abs(missing[0][1] - 2 / 3) < 1e-10
assert all(q[1] < p[1] for p, q in zip(missing, missing[1:]))
assert missing[-1][1] < 0.02

print(f"speed of light c = {C:.6f} a.u.")
print(f"-2c^2 = {-2 * C**2:.4f} hartree")
print(f"charges = {mol.atom_charges().tolist()}, distance = {DIST} bohr")
print(f"s exponents on each centre = {S_EXP} bohr^-2")
print(f"p exponents on each centre = {P_EXP} bohr^-2")
print(f"scalar large functions N = {mol.nao}")
print(f"dim L = {nL}, derivative spinors before reduction = {6 * mol.nao}")
print(f"dim W = {nW}, dim X = {nX}")
print(f"smallest kept eigenvalue of scaled W overlap = {b.smallest_kept:.2e}")
print("Free particle")
print(f"levels found at -2c^2 = {extra.sum()}")
print(f"largest distance from -2c^2 = "
      f"{np.abs(e_free[extra] + 2 * C**2).max():.1e} hartree")
print(f"largest large-component coefficient in them = {large_part:.1e}")
print(f"lowest kinetic eigenvalue in L = {t.min():.4f} hartree")
print(f"gap from -2c^2 to next lower level = "
      f"{-2 * C**2 - e_free[~extra][nL - 1]:.4f} hartree")
print(f"projector difference, kept space vs L+R = {space_error:.1e}")
print("Potential present")
print(f"max difference projected UKB vs spinor RKB = {rkb_error:.1e} hartree")
print(f"nonrelativistic ground level = {e_nr[0]:.6f} hartree")
print(f"RKB ground level = {e_proj[-nL]:.6f} hartree")
print(f"UKB ground level = {e_ukb[-nL]:.6f} hartree")
print(f"UKB - RKB ground level = {shifts[0]:.6f} hartree"
      f" = {shifts[0] * EV:.4f} eV")
print(f"smallest shift over electronic levels = {shifts.min():.2e} hartree")
print(f"largest shift over electronic levels = {shifts.max():.4f} hartree")
print(f"V range in L+W = {v_all[0]:.2f} to {v_all[-1]:.2f} hartree")
print(f"V range in X = {v_x[0]:.2f} to {v_x[-1]:.2f} hartree")
print(f"middle UKB levels + 2c^2 = {middle.min() + 2 * C**2:.2f} to "
      f"{middle.max() + 2 * C**2:.2f} hartree")
print(f"mean weight of X in the middle levels = {weight:.4f}")
print(f"weak V (factor {weak:.0e}): max error of first-order shift / factor = "
      f"{weak_error:.3f} hartree")
print("Ground-level shift for enlarged c (hartree)")
for k, d, p in table:
    print(f"c x {k}: computed {d:.6e}, leading order {p:.6e}, "
          f"ratio {d / p:.4f}")
print("One centre, charge 30, s functions only")
print(f"dim L = {ba.nL}, dim W = {ba.nW}, dim X = {ba.nX}")
print(f"largest UKB - RKB electronic difference = {atom_shift:.1e} hartree")
print("Part of a p_z spin-up function outside sigma.p L (s exponent 1)")
for n_d, r in missing:
    print(f"d shells in L = {n_d}: missing fraction = {r:.6f}")
print("checks complete")
```

Printed output:

```
speed of light c = 137.035999 a.u.
-2c^2 = -37557.7301 hartree
charges = [30, 20], distance = 0.1 bohr
s exponents on each centre = [30.0, 150.0, 750.0, 3750.0] bohr^-2
p exponents on each centre = [60.0, 300.0] bohr^-2
scalar large functions N = 20
dim L = 40, derivative spinors before reduction = 120
dim W = 96, dim X = 56
smallest kept eigenvalue of scaled W overlap = 7.72e-03
Free particle
levels found at -2c^2 = 56
largest distance from -2c^2 = 1.0e-10 hartree
largest large-component coefficient in them = 7.2e-15
lowest kinetic eigenvalue in L = 39.3296 hartree
gap from -2c^2 to next lower level = 39.2885 hartree
projector difference, kept space vs L+R = 1.2e-13
Potential present
max difference projected UKB vs spinor RKB = 2.0e-10 hartree
nonrelativistic ground level = -661.077623 hartree
RKB ground level = -665.160609 hartree
UKB ground level = -665.160315 hartree
UKB - RKB ground level = 0.000294 hartree = 0.0080 eV
smallest shift over electronic levels = 7.54e-05 hartree
largest shift over electronic levels = 0.0094 hartree
V range in L+W = -3322.78 to -173.37 hartree
V range in X = -2211.25 to -175.27 hartree
middle UKB levels + 2c^2 = -700.85 to -174.48 hartree
mean weight of X in the middle levels = 0.7161
weak V (factor 1e-05): max error of first-order shift / factor = 0.000 hartree
Ground-level shift for enlarged c (hartree)
c x 1: computed 2.939448e-04, leading order 3.010044e-04, ratio 0.9765
c x 2: computed 1.870183e-05, leading order 1.881277e-05, ratio 0.9941
c x 4: computed 1.173906e-06, leading order 1.175798e-06, ratio 0.9984
c x 8: computed 7.345182e-08, leading order 7.348739e-08, ratio 0.9995
One centre, charge 30, s functions only
dim L = 8, dim W = 24, dim X = 16
largest UKB - RKB electronic difference = 9.1e-12 hartree
Part of a p_z spin-up function outside sigma.p L (s exponent 1)
d shells in L = 0: missing fraction = 0.666667
d shells in L = 2: missing fraction = 0.020158
d shells in L = 4: missing fraction = 0.000778
d shells in L = 8: missing fraction = 0.000268
checks complete
```
